\section*{Energy Continuity and the Ewald Reciprocal Part of an Ionic Heat Current}

\section{A crystal that carries heat without a temperature difference}

In a salt crystal at uniform temperature the ions vibrate, and energy passes between them in random bursts whose net flow averages to zero. An equilibrium simulation obtains the thermal conductivity $\kappa$ from the memory of these bursts,
\begin{equation}
\kappa=\frac{1}{3Vk_BT^2}\int_0^\infty\langle\mathbf J(0)\cdot\mathbf J(t)\rangle\,dt ,
\end{equation}
where $V$ is the box volume and $\mathbf J$ the total energy current, so that $\mathbf J/V$ is the heat flux. For short-range forces, $\mathbf J$ contains products of pair separation and pair force. In a periodic ionic crystal part of the Coulomb force comes from a sum over wavevectors, and a pair has no unique separation there: $x$ and $x+L$ give the same force but different products. Once each ion has been assigned its energy, energy continuity settles what replaces the product.

\section{Two ions on a line}

Let two ions have positions $x_1,x_2$, velocities $v_1,v_2$ and an even pair energy $\phi(x)$, with $x=x_1-x_2$. Give each ion its kinetic energy and half the pair energy, $e_i=\tfrac12m_iv_i^2+\tfrac12\phi(x)$. The forces are $F_1=-\phi'(x)$ and $F_2=+\phi'(x)$, so
\begin{align}
\dot e_1&=-v_1\phi'+\tfrac12\phi'(v_1-v_2)=-\tfrac12\phi'(v_1+v_2),\\
\dot e_2&=+v_2\phi'+\tfrac12\phi'(v_1-v_2)=+\tfrac12\phi'(v_1+v_2).
\end{align}
What one ion loses, the other gains. To see where the energy goes, define
\begin{equation}
e(Q)=\sum_i e_i\,e^{-iQx_i},\qquad \frac{de(Q)}{dt}=-iQ\,J(Q).
\label{cont}
\end{equation}
The second relation is the continuity equation, with $\partial_x\to iQ$. Differentiating the phases gives $-iQ\sum_i e_iv_ie^{-iQx_i}$, so the convective current is $\sum_ie_iv_ie^{-iQx_i}$. Differentiating the energies gives the work part
\begin{equation}
W=-\tfrac12\phi'(x)(v_1+v_2)\left(e^{-iQx_1}-e^{-iQx_2}\right).
\label{W}
\end{equation}

\subsection{When the separation is known}

With the midpoint $X=(x_1+x_2)/2$,
\begin{equation}
e^{-iQx_1}-e^{-iQx_2}=-2i\sin\!\left(\tfrac{Qx}{2}\right)e^{-iQX}
=-iQx\,s\!\left(\tfrac{Qx}{2}\right)e^{-iQX},
\end{equation}
where $s(y)=\sin y/y$. Dividing $W$ by $-iQ$ gives the current $\tfrac12xF_1(v_1+v_2)\,s\,e^{-iQX}$. As $Q\to0$ it becomes separation times force times mean velocity.

\subsection{When the energy is a sum of waves}

Now let the pair energy be periodic,
\begin{equation}
\phi(x)=\frac{q_1q_2}{L}\sum_{k\ne0}g(k)e^{ikx},\qquad k=\frac{2\pi n}{L},
\end{equation}
with $g$ even. The phase $e^{-iQx_i}$ must not depend on which image of an ion is used, so $Q$ must also be a multiple of $2\pi/L$. Write $G(k)=k\,g(k)$ and $G(0)=0$. The terms of \eqref{W} with $v_1$ are
\begin{equation}
W_1=-\frac{i q_1q_2v_1}{2L}\sum_kG(k)\left[e^{i(k-Q)x_1-ikx_2}-e^{ikx_1-i(k+Q)x_2}\right].
\end{equation}
In the second exponential replace $k$ by $k-Q$, which only renumbers the terms. Both exponentials then agree:
\begin{equation}
W_1=-\frac{iq_1q_2v_1}{2L}\sum_k\left[G(k)-G(k-Q)\right]e^{i(k-Q)x_1-ikx_2}.
\label{W1}
\end{equation}
The terms with $v_2$ follow by exchanging the labels, because $\phi'$ is odd. The difference of $G$ at neighbouring wavevectors supplies the factor $Q$ that the separation supplied before.

\section{Many ions in three dimensions}

Take charges $q_i$ in units of $e$ with $\sum_iq_i=0$, and $K=e^2/4\pi\varepsilon_0$. The Ewald method splits $K/r$ into a near part $K\,\mathrm{erfc}(\alpha r)/r$, summed over close pairs, and a smooth part with
\begin{equation}
g(k)=\frac{4\pi K}{k^2}e^{-k^2/4\alpha^2}.
\end{equation}
Omitting $\mathbf k=0$ means conducting surroundings and no uniform macroscopic field. Define
\begin{equation}
\rho(\mathbf k)=\sum_iq_ie^{-i\mathbf k\cdot\mathbf r_i},\qquad
\mathbf j(\mathbf k)=\sum_iq_i\mathbf v_ie^{-i\mathbf k\cdot\mathbf r_i}.
\end{equation}
The site energy is
\begin{equation}
e_i=\tfrac12m_iv_i^2+\tfrac12\sum_ju_{ij}+\frac{q_i}{2V}\sum_{\mathbf k\neq0}g\,\mathrm{Re}\!\left[\rho(\mathbf k)e^{i\mathbf k\cdot\mathbf r_i}\right]-\frac{K\alpha q_i^2}{\sqrt\pi},
\label{site}
\end{equation}
where $u_{ij}$ holds the near Coulomb energy and the short-range repulsion, and $j$ runs over near ions and images. The last term removes the energy of each ion in the smooth potential of its own charge.

Sum \eqref{W1} over all ordered pairs, with $L\to V$ and $\mathbf G(\mathbf k)=\mathbf k\,g(k)$. The exponentials assemble into $\rho(\mathbf k)$ and $\mathbf j(\mathbf Q-\mathbf k)$. Terms with $i=j$ may be included, because $\sum_{\mathbf k}[\mathbf G(\mathbf k)-\mathbf G(\mathbf k-\mathbf Q)]=0$ for this rapidly decaying $\mathbf G$. With $\mathbf Q$ along $x$, the longitudinal current is
\begin{align}
J(Q)={}&\sum_ie_iv_{ix}e^{-iQx_i}
+\frac14\sum_{i,j}x_{ij}\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j)\,s\!\left(\tfrac{Qx_{ij}}2\right)e^{-iQ(x_i-x_{ij}/2)}\nonumber\\
&+\frac1{2V}\sum_{\mathbf k}\rho(\mathbf k)\,\mathbf j(\mathbf Q-\mathbf k)\cdot\frac{\mathbf G(\mathbf k)-\mathbf G(\mathbf k-\mathbf Q)}{Q}.
\label{exact}
\end{align}
Here $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, $\mathbf F_{ij}$ is the near force on $i$ from $j$, and the factor $1/4$ is the earlier $1/2$ with each pair counted twice. No smallness of $Q$ has been used.

\section{The small-wavevector current}

For wavevectors where $\mathbf G$ is smooth on the scale of $Q$,
\begin{equation}
\mathbf G(\mathbf k)-\mathbf G(\mathbf k-\mathbf Q)\simeq(\mathbf Q\cdot\nabla_k)(\mathbf k g)=g\,\mathbf Q+\mathbf k\,(\mathbf Q\cdot\nabla_kg).
\end{equation}
The logarithm of $g$ is $-2\ln k-k^2/4\alpha^2$ plus a constant, hence
\begin{equation}
\nabla_kg=-g\left(\frac{2}{k^2}+\frac1{2\alpha^2}\right)\mathbf k
=-\frac{2g}{k^2}\left(1+\frac{k^2}{4\alpha^2}\right)\mathbf k .
\end{equation}
The difference is therefore $g\,\mathsf T(\mathbf k)\mathbf Q$, with
\begin{equation}
\mathsf T(\mathbf k)=\mathsf 1-\frac{2\,\mathbf k\mathbf k}{k^2}\left(1+\frac{k^2}{4\alpha^2}\right).
\end{equation}
In the near sum, exchanging $i$ and $j$ leaves $\mathbf r_{ij}\mathbf F_{ij}$ unchanged, so the two velocities contribute equally. In the reciprocal sum, $\mathbf k$ and $-\mathbf k$ combine to a real part. The result is
\begin{align}
\mathbf J&=\sum_i(e_i+\mathsf S_i)\mathbf v_i,\label{J}\\
\mathsf S_i&=\frac12\sum_j\mathbf r_{ij}\mathbf F_{ij}+\frac{q_i}{2V}\sum_{\mathbf k\ne0}g\,\mathrm{Re}\!\left[\rho(\mathbf k)e^{i\mathbf k\cdot\mathbf r_i}\right]\mathsf T(\mathbf k).
\label{S}
\end{align}

The same tensor governs pressure. Stretch the box and all positions by $1+\epsilon$ along $x$. Then $\mathbf k\cdot\mathbf r_i$ is fixed, $k_x$ shrinks and $V$ grows, so
\begin{equation}
\frac{d}{d\epsilon}\frac gV=-\frac1V\left(g+k_x\frac{\partial g}{\partial k_x}\right)=-\frac gV\,T_{xx}.
\end{equation}
Thus $\sum_iS_{i,xx}=-\partial U/\partial\epsilon$, where $U$ is the potential energy. A second relation holds ion by ion: Coulomb site energies scale as inverse length, so the Coulomb part of $\mathrm{tr}\,\mathsf S_i$ equals the Coulomb part of $e_i$.

\subsection{Where the expansion fails}

Near $\mathbf k=0$ the function $\mathbf G$ is not smooth. Neutrality removes $\mathbf k=0$ itself, since $\rho(0)=0$, but $\mathbf k=\mathbf Q$ remains. There the true difference is $\mathbf G(\mathbf Q)-0=g\mathbf Q$, while the expansion gives $-g\mathbf Q(1+Q^2/2\alpha^2)$. For $Q\ll\alpha$ the error in the current is
\begin{equation}
\Delta J=\frac{1}{2V}\rho(\mathbf Q)j_x(0)\,2g(Q)\simeq\frac{4\pi K}{Q^2}\frac{\rho(\mathbf Q)\,j_x(0)}{V}.
\label{field}
\end{equation}
This is a long-wave electrostatic potential multiplied by a charge current. Other wavevectors of order $Q$ can fail likewise. Equation~\eqref{J} is therefore the small-$Q$ limit under a sufficient condition: the charge density vanishes at wavevectors of order $Q$. In a thermal crystal it does not vanish, but when the charge-weighted displacements of distant ions are nearly uncorrelated, $\rho(\mathbf Q)$ is of order $Q\sqrt N$ for $N$ ions, while $j_x(0)$ is of order $\sqrt N$. In a cubic box with $Q=2\pi/L$, $\Delta J$ then grows as $L$ and the current itself as $L^{3/2}$, so the relative error falls, but only as $L^{-1/2}$. Nor can $Q$ go to zero in a fixed box, whose smallest value is $2\pi/L$. The limit requires longer boxes.

\section{The procedure}

\begin{enumerate}
\item Loop over near pairs for their energies, forces and $\tfrac12\mathbf r_{ij}\mathbf F_{ij}$.
\item Compute $\rho(\mathbf k)$, then add the reciprocal parts of $e_i$, force and $\mathsf S_i$.
\item Form $\mathbf J$ from \eqref{J}.
\item To verify continuity, compute $\mathbf a_i=\mathbf F_i/m_i$ and move the ions to $\mathbf r_i\pm\delta\mathbf v_i+\tfrac12\delta^2\mathbf a_i$ with velocities $\mathbf v_i\pm\delta\mathbf a_i$. Evaluate $e(Q)$ from site energies alone and form
\begin{equation}
D(\delta)=\frac{e(Q;+\delta)-e(Q;-\delta)}{2\delta}.
\end{equation}
Compare $D$ with $-iQJ(Q)$ from \eqref{exact}. Even powers of $\delta$ cancel in the numerator, so the error is of order $\delta^2$, and $[4D(\delta/2)-D(\delta)]/3$ removes its leading term.
\end{enumerate}

\section{A rock-salt crystal near 600 K}

The model has 64 ions of charge $\pm e$ and masses 23.0 and 35.5 u, with lattice constant $a=0.564$ nm and $L=2a=1.128$ nm. All pairs repel with energy $A e^{-r/\lambda}$, $\lambda=0.032$ nm. Zero pressure of the static lattice fixes $A=1052$ eV and gives a site energy of $-3.966$ eV per ion. The Ewald parameter is $\alpha=5.5$ nm$^{-1}$, with cutoffs of 0.84 nm and 55 nm$^{-1}$. A velocity-Verlet run of 250 steps of 2 fs starts from the lattice sites and averages 595 K over its second half.

\subsection{Continuity in the last snapshot}

The smallest wavevector is $Q=2\pi/1.128=5.570$ nm$^{-1}$. Equation~\eqref{exact} gives $|J(Q)|=3.464$ eV\,nm/ps and
\begin{equation}
-iQJ(Q)=(-6.3854-18.2061\,i)\ \mathrm{eV/ps}.
\end{equation}
Relative to the magnitude of this number, the finite difference is off by $4.05\times10^{-5}$, $9.9\times10^{-6}$ and $2.6\times10^{-6}$ for $\delta=0.4$, 0.2 and 0.1 fs. Each halving reduces the misfit about fourfold, as an error of order $\delta^2$ must. Extrapolation from the last two steps leaves $1.3\times10^{-7}$. Without the reciprocal part the misfit is 0.56, which no smaller time step can cure.

\subsection{The zero-wavevector current}

In a crystal the static site energy may be subtracted from every $e_i$. It multiplies $\sum_i\mathbf v_i$, the rate of change of a displacement that stays bounded while the total momentum is zero and no ion diffuses, and so adds nothing to $\kappa$. In a melt this argument fails. With the subtraction, the $x$ component in the snapshot is
\begin{equation}
J_x=0.169-0.051-2.755=-2.637\ \mathrm{eV\,nm/ps},
\end{equation}
in the order convective, near work, reciprocal work. Division by $V=L^3$ gives a flux of $-2.94\times10^{11}$ W/m$^2$, an instantaneous fluctuation in a box about a nanometre wide.

The reciprocal share has no physical meaning of its own. At $\alpha=7.0$ nm$^{-1}$, for the same snapshot, it is $-3.635$ eV\,nm/ps. Yet no site energy and no element of $\mathsf S_i$ changes by more than $1.1\times10^{-8}$ eV, because the near part compensates. The strain relation also holds: both $\sum_iS_{i,xx}$ and minus the numerical strain derivative are 8.4033 eV. Over the second half of the run, at $\alpha=5.5$ nm$^{-1}$, the root-mean-square reciprocal part is 0.78 of that of the total current.

\subsection{Making the wavevector small}

To reduce $Q$ without introducing a long charge wave, repeat an 8-ion cell along $x$. Its ions are displaced from their sites by random amounts of standard deviation 0.01 nm per component, identically in every copy. The velocities are thermal for 600 K plus a drift of $\pm0.5$ nm/ps according to the sign of the charge, all multiplied by $1+\cos Qx$. The small-wavevector work current is now $\sum_i(\mathsf S_i\mathbf v_i)_xe^{-iQx_i}$. It is compared with the work current from finite differences, $iD/Q$ minus the convective part. Here $\alpha=6.4$ nm$^{-1}$, and errors are relative to the finite-difference work current.

\begin{center}
\begin{tabular}{cccc}
copies & $Q$ (nm$^{-1}$) & error & error without reciprocal part\\
4 & 2.785 & 0.713 & 5.26\\
8 & 1.393 & 0.432 & 6.16\\
16 & 0.696 & 0.230 & 6.49
\end{tabular}
\end{center}

The error with the full tensor falls by factors of 1.65 and 1.88, approaching the factor 2 of a correction linear in $Q$, the first order dropped in the expansion. It is still 23\% at 16 copies. This size, and the number of copies at which the linear fall sets in, belong to this one random cell; other displacements and velocities can give much larger or smaller values. The last column shows that at this $\alpha$ the near and reciprocal parts are each several times their sum and nearly cancel. That split changes with $\alpha$; the error with the full tensor does not, because neither $e_i$ nor $\mathsf S_i$ depends on $\alpha$. Without the reciprocal tensor the error does not fall at all.

Now violate the condition. Shift each ion along $x$ by $q_iu\sin Qx_i$ with $u=0.002$ nm. To first order in $u$,
\begin{equation}
\rho(Q)=-iQu\sum_iq_i^2\sin(Qx_i)e^{-iQx_i}\simeq-\tfrac12NQu,
\end{equation}
where $N$ is the number of ions, $q_i^2=1$ and $\sin^2$ averages to one half. By \eqref{field} the error per ion then grows as $1/Q$ at fixed $u$. For 4, 8 and 16 copies the small-wavevector formula is wrong by 0.235, 0.457 and 0.907 eV\,nm/ps per ion, while \eqref{field} predicts 0.226, 0.452 and 0.905. The finite-$Q$ law \eqref{exact} still agrees with the finite differences in all six repeated-cell cases, within $1.5\times10^{-5}$ of the current's magnitude.

\section{How far the model is from sodium chloride}

The lattice constant and masses are rough values for sodium chloride, but the ions are rigid. Real ions polarize, and this screens the long-range field. Diagonalizing the model's dynamical matrix, built from finite differences of the forces, gives a transverse optical frequency $\omega_{TO}/2\pi=4.24$ THz. The longitudinal one follows from
\begin{equation}
\omega_{LO}^2=\omega_{TO}^2+\frac{4\pi K}{\mu\,(a^3/4)\,\varepsilon_\infty},
\end{equation}
with $\mu$ the reduced mass. It is 9.41 THz for rigid ions ($\varepsilon_\infty=1$) and 6.98 THz for a rough real value $\varepsilon_\infty=2.3$ at the same $\omega_{TO}$. The 35\% difference is the effect of screening alone, with the ionic charge kept at $e$. Polarization also changes the effective charge of a moving ion, so this is not the model's error against real sodium chloride. Holding the volume fixed leaves a pressure of 1.61 GPa; divided by the static bulk modulus of 25.1 GPa, this gives a neglected expansion of about 6\% to linear order. Quantum statistics would lower the harmonic heat capacity by about 1\% at 600 K.

The box is probably too small for a reliable conductivity: its 32 primitive cells allow only 32 phonon wavevectors, and convergence with size has not been examined. Kinetic theory gives a phonon mean free path $\ell=3\kappa/(Cv)$. A rough $\kappa=3$ W/(m\,K), the classical heat capacity $C=24k_B/a^3$ and the model's mean acoustic phase speed $v=2.95$ nm/ps at $Q=5.570$ nm$^{-1}$ give $\ell\approx1.7$ nm, longer than the box. Heat travels at the group speed, which dispersion makes lower than this phase speed, so the estimate of $\ell$ errs on the short side. Periodic boundaries do not scatter phonons, so $\ell>L$ warns of size effects without proving them. The run lasts only 0.5 ps. These numbers test the current that enters the integral for $\kappa$; they do not supply the integral.
